# Relativistic 6s contraction, the Au2 bond and the inert pair: a numerical check

```python
"""Relativistic contraction and stabilisation of valence s orbitals.

Result under test: the fractional lowering of a valence s level and the
fractional decrease of its mean radius are of order (alpha Z)^2 / n_eff,
and relativity shortens and strengthens Au2 and binds the Pb 6s pair.
Z: nuclear charge; alpha = 1/C: fine-structure constant;
n_eff = 1/sqrt(-2 energy): effective quantum number of a neutral atom;
kappa: Dirac angular quantum number; P, Q: large and small radial parts.
Internal units are Hartree atomic units; printed units are eV and angstrom.
Atoms are spherical, spin-unpolarised, in the local density approximation.
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, solve_triangular
from scipy.special import lpmv, factorial
from pyscf import gto, dft
from pyscf.dft import libxc

C = 1.0 / fine_structure
EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
STEP = 0.025
x = np.arange(np.log(1e-7), np.log(80.0), STEP)
r = np.exp(x)
weight = STEP * r
root = np.sqrt(weight)[:, None]


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def make_basis(kappa, relativistic):
    """Orthonormal Gaussian spaces for P and Q, and the matrix of d/dr+kappa/r."""
    l = orbital_l(kappa)
    if l >= 2:
        largest = 2e6
    elif not relativistic:
        largest = 1e7
    else:
        # Dirac j=1/2 functions vary as a fractional power of r at the nucleus.
        largest = 2e10 if abs(kappa) == 1 else 4e8
    ratio = 1.8
    count = int(np.ceil(np.log(largest / 0.006) / np.log(ratio))) + 1
    a = 0.006 * ratio ** np.arange(count)
    g = r[:, None] ** (l + 1) * np.exp(-a * r[:, None] ** 2)
    g /= np.sqrt(np.sum(weight[:, None] * g * g, axis=0))
    dg = g * ((l + 1 + kappa) / r[:, None] - 2 * a * r[:, None])
    large, triangle = np.linalg.qr(root * g)
    derivative = solve_triangular(triangle, (root * dg).T, trans="T").T
    scale = np.sqrt(np.sum(weight[:, None] * dg * dg, axis=0))
    small, _ = np.linalg.qr(root * dg / scale)
    return large, small, small.T @ derivative


KAPPAS = (-1, 1, -2, 2, -3, 3, -4)
DIRAC_BASIS = {k: make_basis(k, True) for k in KAPPAS}
SCHROEDINGER_BASIS = {k: make_basis(k, False) for k in KAPPAS}


def levels(kappa, potential, c):
    """Energies and sqrt(weight)*(P,Q); c=None means Schroedinger."""
    basis = SCHROEDINGER_BASIS if c is None else DIRAC_BASIS
    large, small, K = basis[kappa]
    n = large.shape[1]
    v_large = large.T @ (potential[:, None] * large)
    if c is None:
        e, y = np.linalg.eigh(v_large + 0.5 * K.T @ K)
        p = large @ y
        return e, p, np.zeros_like(p)
    v_small = small.T @ (potential[:, None] * small)
    H = np.block([[v_large, c * K.T],
                  [c * K, v_small - 2 * c * c * np.eye(n)]])
    e, y = np.linalg.eigh(H)
    return e[n:], large @ y[:n, n:], small @ y[n:, n:]


def xc(density):
    e, v = libxc.eval_xc("lda,vwn", np.maximum(density, 1e-30))[:2]
    return np.asarray(e).ravel(), np.asarray(v[0]).ravel()


def solve_atom(Z, config, c):
    """config[l] lists the occupations of successive shells of angular momentum l."""
    electrons = sum(sum(shells) for shells in config)
    t = r * Z ** (1 / 3) / 0.8853
    V = -(Z - electrons + electrons / (1 + 0.536 * t) ** 2) / r
    for _ in range(200):
        shells, D, band = [], np.zeros_like(r), 0.0
        for l, occupations in enumerate(config):
            solution = None
            for kappa in ([-1] if l == 0 else [l, -l - 1]):
                # Without relativity both values of j share one radial solution.
                if c is not None or solution is None:
                    solution = levels(kappa, V, c)
                e, p, q = solution
                for i, occupation in enumerate(occupations):
                    f = occupation * abs(kappa) / (2 * l + 1)
                    shells.append((kappa, i, e[i], p[:, i], q[:, i], f))
                    D += f * (p[:, i] ** 2 + q[:, i] ** 2) / weight
                    band += f * e[i]
        inside = CubicSpline(x, D * r).antiderivative()(x)
        outside = CubicSpline(x, D).antiderivative()(x)
        hartree = inside / r + outside[-1] - outside
        exc, vxc = xc(D / (4 * np.pi * r * r))
        new = -Z / r + hartree + vxc
        # Each orbital weights the residual potential by its own density.
        residual = np.abs(new - V)
        change = max(np.sum((s[3] ** 2 + s[4] ** 2) * residual) for s in shells)
        if change < 1e-6:
            break
        V = V + 0.3 * (new - V)
    assert change < 1e-6, (f"atom Z={Z} not self-consistent: {change:.2e}, "
                           f"largest r*residual at r={r[np.argmax(r*residual)]:.2e}")
    energy = band + np.sum(weight * D * (hartree / 2 + exc - Z / r - V))
    return dict(Z=Z, V=V, D=D, ves=-Z / r + hartree, E=energy,
                shells=shells, band=band)


def shell(atom, kappa, index):
    for k, i, e, p, q, f in atom["shells"]:
        if (k, i) == (kappa, index):
            return e, np.sum((p * p + q * q) * r)
    raise KeyError((kappa, index))


def j_average(atom, l, index):
    return (l * shell(atom, l, index)[0]
            + (l + 1) * shell(atom, -l - 1, index)[0]) / (2 * l + 1)


def angular(kappa, m, cosine):
    """Spin-up and spin-down polar parts of a spinor harmonic with m > 0."""
    l = orbital_l(kappa)
    plus = np.sqrt(max(l + m + 0.5, 0) / (2 * l + 1))
    minus = np.sqrt(max(l - m + 0.5, 0) / (2 * l + 1))
    factors = (plus, minus) if kappa < 0 else (-minus, plus)
    parts = []
    for factor, ml in zip(factors, (int(m - 0.5), int(m + 0.5))):
        if ml > l:
            parts.append(np.zeros_like(cosine))
            continue
        norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                       * factorial(l - ml) / factorial(l + ml))
        parts.append(factor * norm * lpmv(ml, l, cosine))
    return parts


def prepare_molecule(atom):
    columns = [s[3] / root[:, 0] / r for s in atom["shells"]]
    columns += [s[4] / root[:, 0] / r for s in atom["shells"]]
    columns += [atom["D"] / (4 * np.pi * r * r), r * atom["ves"]]
    atom["table"] = CubicSpline(x, np.array(columns).T)


def dimer_energy(atom, R):
    """Harris energy relative to two atoms, electron count, hermiticity error."""
    gu, wu = np.polynomial.legendre.leggauss(72)
    gv, wv = np.polynomial.legendre.leggauss(80)
    top = np.arccosh(60.0 / R)
    u, v = np.meshgrid((gu + 1) * top / 2, (gv + 1) * np.pi / 2, indexing="ij")
    w2 = np.outer(wu * top / 2, wv * np.pi / 2).ravel()
    u, v = u.ravel(), v.ravel()
    ra = R * (np.sinh(u / 2) ** 2 + np.cos(v / 2) ** 2)
    rb = R * (np.sinh(u / 2) ** 2 + np.sin(v / 2) ** 2)
    z = R / 2 * np.cosh(u) * np.cos(v)
    cosines = (np.clip((z + R / 2) / ra, -1, 1), np.clip((z - R / 2) / rb, -1, 1))
    w = w2 * np.pi * R * ra * rb * np.sinh(u) * np.sin(v)
    tables = (atom["table"](np.log(ra)), atom["table"](np.log(rb)))
    na, nb = [np.maximum(t[:, -2], 1e-30) for t in tables]
    va, vb = tables[0][:, -1] / ra, tables[1][:, -1] / rb
    (ea, xa), (eb, xb), (em, xm) = xc(na), xc(nb), xc(na + nb)
    wa, wb = vb + xm - xa, va + xm - xb
    pair = -np.sum(w * na * vb)
    pair -= atom["Z"] * atom["table"](np.log(R))[-1] / R
    pair += np.sum(w * ((na + nb) * (em - xm) - na * (ea - xa) - nb * (eb - xb)))
    shells, spectrum, mismatch = atom["shells"], [], 0.0
    for m in (0.5, 1.5, 2.5, 3.5):
        chosen = [k for k, s in enumerate(shells) if abs(s[0]) - 0.5 >= m]
        eps = np.array([shells[k][2] for k in chosen])
        orbitals = []
        for table, cosine in zip(tables, cosines):
            rows = []
            for k in chosen:
                kappa = shells[k][0]
                rows.append([table[:, k] * y for y in angular(kappa, m, cosine)]
                            + [table[:, k + len(shells)] * y
                               for y in angular(-kappa, m, cosine)])
            orbitals.append(np.array(rows).reshape(len(chosen), -1))
        A, B = orbitals
        w4, wa4, wb4 = np.tile(w, 4), np.tile(w * wa, 4), np.tile(w * wb, 4)
        S = (A * w4) @ B.T
        from_a = eps[:, None] * S + (A * wa4) @ B.T
        from_b = eps[None, :] * S + (A * wb4) @ B.T
        valence = eps > -1.0
        difference = np.abs(from_a - from_b)[np.ix_(valence, valence)]
        mismatch = max(mismatch, difference.max(initial=0.0))
        hop = (from_a + from_b) / 2
        H = np.block([[np.diag(eps) + (A * wa4) @ A.T, hop],
                      [hop.T, np.diag(eps) + (B * wb4) @ B.T]])
        one = np.eye(len(eps))
        spectrum.extend(eigh(H, np.block([[one, S], [S.T, one]]),
                             eigvals_only=True))
    occupied = np.sort(spectrum)[:atom["Z"]]
    energy = 2 * occupied.sum() - 2 * atom["band"] + pair
    return energy, np.sum(w * na), mismatch


# Exact Coulomb energies test both radial equations at large nuclear charge.
Z = 79
gamma = np.sqrt(1 - (Z / C) ** 2)
for n in (1, 6):
    exact = C * C * (1 / np.sqrt(1 + (Z / C / (n - 1 + gamma)) ** 2) - 1)
    error = levels(-1, -Z / r, C)[0][n - 1] / exact - 1
    assert abs(error) < 1e-3, f"Dirac {n}s relative error {error:.2e}"
    error = -levels(-1, -Z / r, None)[0][n - 1] * 2 * n * n / Z**2 - 1
    assert abs(error) < 1e-4, f"Schroedinger {n}s relative error {error:.2e}"

configs = {
    "Cu": (29, [[2, 2, 2, 1], [6, 6], [10]]),
    "Ag": (47, [[2, 2, 2, 2, 1], [6, 6, 6], [10, 10]]),
    "Au": (79, [[2] * 5 + [1], [6] * 4 + [0], [10] * 3, [14]]),
    "Pb2+": (82, [[2] * 6, [6] * 4 + [0], [10] * 3, [14]]),
    "Pb4+": (82, [[2] * 5 + [0], [6] * 4 + [0], [10] * 3, [14]]),
}
nr = {name: solve_atom(*data, None) for name, data in configs.items()}
rel = {name: solve_atom(*data, C) for name, data in configs.items()}

# The total energy must have the orbital energy as its occupation derivative.
ends = [solve_atom(29, [[2, 2, 2, f], [6, 6], [10]], None)["E"]
        for f in (0.95, 1.05)]
slope = (ends[1] - ends[0]) / 0.1
assert abs(slope - shell(nr["Cu"], -1, 3)[0]) < 5e-4

print("Valence s: Schroedinger and Dirac energies (eV), mean radii (angstrom)")
charges, lowering, shrinking = [], [], []
for name, index in (("Cu", 3), ("Ag", 4), ("Au", 5)):
    e0, r0 = shell(nr[name], -1, index)
    e1, r1 = shell(rel[name], -1, index)
    charge = configs[name][0]
    n_eff = 1 / np.sqrt(-2 * e0)
    estimate = (charge / C) ** 2 / n_eff
    charges.append(charge)
    lowering.append(e1 / e0 - 1)
    shrinking.append(1 - r1 / r0)
    assert 0.4 < lowering[-1] / estimate < 2.5
    assert 0.4 < shrinking[-1] / estimate < 2.5
    print(f"{name} Z={charge}: energies {e0*EV:.3f}, {e1*EV:.3f} eV; "
          f"radii {r0*ANG:.3f}, {r1*ANG:.3f} angstrom")
    print(f"  (alpha Z)^2 {(charge/C)**2:.4f}; n_eff {n_eff:.3f}; "
          f"estimate {100*estimate:.1f} %")
    print(f"  computed lowering {100*lowering[-1]:.1f} %; "
          f"contraction {100*shrinking[-1]:.1f} %")
for label, values in (("lowering", lowering), ("contraction", shrinking)):
    powers = [np.log(values[j] / values[i]) / np.log(charges[j] / charges[i])
              for i, j in ((0, 1), (1, 2), (0, 2))]
    assert 1.5 < powers[2] < 3.0
    print(f"Z exponent of {label}: Cu-Ag {powers[0]:.2f}, "
          f"Ag-Au {powers[1]:.2f}, Cu-Au {powers[2]:.2f}")

# A frozen potential isolates the direct effect; large c restores Schroedinger.
e0, r0 = shell(nr["Au"], -1, 5)
e1, r1 = shell(rel["Au"], -1, 5)
energies, p, q = levels(-1, nr["Au"]["V"], C)
direct_e = energies[5] - e0
direct_r = np.sum((p[:, 5] ** 2 + q[:, 5] ** 2) * r) - r0
assert direct_e < 0 and direct_r < 0
assert abs(levels(-1, nr["Au"]["V"], 100 * C)[0][5] - e0) < 1e-4
d0, d1 = j_average(nr["Au"], 2, 2), j_average(rel["Au"], 2, 2)
assert d1 > d0
print(f"Au 6s energy shift: total {(e1-e0)*EV:.3f} eV, "
      f"direct {direct_e*EV:.3f} eV, screening {(e1-e0-direct_e)*EV:.3f} eV")
print(f"Au 6s radius change: total {(r1-r0)*ANG:.3f} angstrom, "
      f"direct {direct_r*ANG:.3f} angstrom")
print(f"Au 5d j-averaged energies: Schroedinger {d0*EV:.3f} eV, "
      f"Dirac {d1*EV:.3f} eV")

# Successive s levels outside a +4 core test the short-range quantum defect.
V = nr["Pb4+"]["V"]
s0, s1 = levels(-1, V, None)[0][5:7], levels(-1, V, C)[0][5:7]
defects = 4 / np.sqrt(-2 * s0) - 4 / np.sqrt(-2 * s1)
prediction = 1 - np.sqrt(1 - (82 / C) ** 2)
assert abs(defects[1] / defects[0] - 1) < 0.2
assert np.all((0.6 < defects / prediction) & (defects / prediction < 1.4))
print(f"Pb4+ core, added quantum defect: 6s {defects[0]:.4f}, "
      f"7s {defects[1]:.4f}; 1-gamma {prediction:.4f}")

print("Au2 from superposed atoms; binding relative to spin-unpolarised atoms")
distances = np.arange(4.0, 7.21, 0.4)
fine = np.linspace(distances[0], distances[-1], 6401)
bond = {}
for label, atom in (("Schroedinger", nr["Au"]), ("Dirac", rel["Au"])):
    prepare_molecule(atom)
    results = np.array([dimer_energy(atom, R) for R in distances])
    count_error = np.max(np.abs(results[:, 1] - 79))
    assert count_error < 2e-3, f"electron count error {count_error:.2e}"
    asymmetry = np.max(results[:, 2])
    assert asymmetry < 2e-3, f"hermiticity error {asymmetry:.2e}"
    curve = CubicSpline(distances, results[:, 0])(fine)
    place = np.argmin(curve)
    assert 0 < place < len(fine) - 1, f"no inner minimum: {results[:, 0]}"
    bond[label] = fine[place], -curve[place]
    print(f"{label}: bond length {fine[place]*ANG:.3f} angstrom, "
          f"binding energy {-curve[place]*EV:.2f} eV")
R0, D0 = bond["Schroedinger"]
R1, D1 = bond["Dirac"]
assert R1 < R0 and D1 > D0 > 0
print(f"Relativistic bond shortening: {(R0-R1)*ANG:.3f} angstrom "
      f"({100*(1-R1/R0):.1f} %)")
print(f"Twice the 6s mean-radius decrease: {2*(r0-r1)*ANG:.3f} angstrom")
print(f"Relativistic increase of binding: {(D1-D0)*EV:.2f} eV")

# A self-consistent calculation with a different core treatment checks length.
R_ecp, E_ecp = np.array([4.5, 4.8, 5.1]), []
for R in R_ecp:
    mol = gto.M(atom=f"Au 0 0 0; Au 0 0 {R}", unit="Bohr", basis="lanl2dz",
                ecp="lanl2dz", verbose=0)
    mf = dft.RKS(mol)
    mf.xc = "lda,vwn"
    mf.grids.level = 1
    mf.conv_tol = 1e-7
    E_ecp.append(mf.kernel())
    assert mf.converged
parabola = np.polyfit(R_ecp, E_ecp, 2)
R_check = -parabola[1] / (2 * parabola[0])
assert parabola[0] > 0
# Fifteen per cent allows for unrelaxed densities and the small atomic basis.
assert abs(R1 / R_check - 1) < 0.15, f"lengths {R1:.3f}, {R_check:.3f} bohr"
print(f"Self-consistent LDA/LANL2DZ Au2 length: {R_check*ANG:.3f} angstrom")

print("Inert pair: removal of both 6s electrons from Pb2+")
cost0 = nr["Pb4+"]["E"] - nr["Pb2+"]["E"]
cost1 = rel["Pb4+"]["E"] - rel["Pb2+"]["E"]
gap0 = j_average(nr["Pb2+"], 1, 4) - shell(nr["Pb2+"], -1, 5)[0]
gap1 = j_average(rel["Pb2+"], 1, 4) - shell(rel["Pb2+"], -1, 5)[0]
assert cost1 > cost0 > 0 and gap1 > gap0 > 0
print(f"Cost: Schroedinger {cost0*EV:.2f} eV, Dirac {cost1*EV:.2f} eV, "
      f"increase {(cost1-cost0)*EV:.2f} eV")
print(f"Pb2+ 6s-6p gap, j-averaged: Schroedinger {gap0*EV:.2f} eV, "
      f"Dirac {gap1*EV:.2f} eV")
print("tests ok")
```

Output:

```
Valence s: Schroedinger and Dirac energies (eV), mean radii (angstrom)
Cu Z=29: energies -4.682, -4.857 eV; radii 1.563, 1.532 angstrom
  (alpha Z)^2 0.0448; n_eff 1.705; estimate 2.6 %
  computed lowering 3.7 %; contraction 2.0 %
Ag Z=47: energies -4.283, -4.713 eV; radii 1.731, 1.645 angstrom
  (alpha Z)^2 0.1176; n_eff 1.782; estimate 6.6 %
  computed lowering 10.0 %; contraction 5.0 %
Au Z=79: energies -4.417, -6.099 eV; radii 1.753, 1.501 angstrom
  (alpha Z)^2 0.3323; n_eff 1.755; estimate 18.9 %
  computed lowering 38.1 %; contraction 14.4 %
Z exponent of lowering: Cu-Ag 2.04, Ag-Au 2.57, Cu-Au 2.31
Z exponent of contraction: Cu-Ag 1.87, Ag-Au 2.04, Cu-Au 1.96
Au 6s energy shift: total -1.681 eV, direct -2.546 eV, screening 0.865 eV
Au 6s radius change: total -0.252 angstrom, direct -0.309 angstrom
Au 5d j-averaged energies: Schroedinger -8.292 eV, Dirac -7.164 eV
Pb4+ core, added quantum defect: 6s 0.1654, 7s 0.1651; 1-gamma 0.1988
Au2 from superposed atoms; binding relative to spin-unpolarised atoms
Schroedinger: bond length 2.739 angstrom, binding energy 2.26 eV
Dirac: bond length 2.485 angstrom, binding energy 3.29 eV
Relativistic bond shortening: 0.253 angstrom (9.3 %)
Twice the 6s mean-radius decrease: 0.503 angstrom
Relativistic increase of binding: 1.03 eV
Self-consistent LDA/LANL2DZ Au2 length: 2.510 angstrom
Inert pair: removal of both 6s electrons from Pb2+
Cost: Schroedinger 67.10 eV, Dirac 76.05 eV, increase 8.95 eV
Pb2+ 6s-6p gap, j-averaged: Schroedinger 7.08 eV, Dirac 10.20 eV
tests ok
```
